\section*{Photon propagator in position space and its transversality in Fried-Yennie gauge}

\section*{Question}

I am working with the free photon propagator in Euclidean $R_\xi$ gauge,
\[
D_{\mu\nu}(k)=\frac{1}{k^2}\left[\delta_{\mu\nu}-(1-\xi)\frac{k_\mu k_\nu}{k^2}\right],
\]
and I am supposed to show that in four dimensions it becomes
\[
D_{\mu\nu}(x)=\frac{1}{4\pi^2}\left[\frac{1+\xi}{2}\,\frac{\delta_{\mu\nu}}{x^2}+(1-\xi)\frac{x_\mu x_\nu}{x^4}\right],
\]
and that this is ``transverse to $x$'' in Fried-Yennie gauge, $\xi=3$.

The $\delta_{\mu\nu}$ term is fine. For the other one I wrote $k_\mu k_\nu\to-\partial_\mu\partial_\nu$ and tried to transform $1/k^4$, but $\int d^4k\,e^{ik\cdot x}/k^4$ diverges logarithmically at small $k$. Can I just drop the infinite constant? And could I be missing a delta function at $x=0$?

The second part confuses me more. I thought the transverse gauge was Landau gauge, $\xi=0$, because there $k_\mu D_{\mu\nu}=0$. How can $\xi=3$ be transverse as well? Does it mean that $x\cdot A(x)=0$ in that gauge?

\section*{Answer}

The constant does no harm, but you can avoid it altogether: the tensor $k_\mu k_\nu/k^4$ is less singular than $1/k^4$, and its transform exists without a regulator. As for the word ``transverse'', two different conditions share it. One contracts the propagator with a derivative, the other with the separation vector.

\subsection*{Conventions}

I take $\hbar=c=1$ and the Euclidean Lagrangian $\frac14F_{\mu\nu}F_{\mu\nu}+\frac{1}{2\xi}(\partial_\mu A_\mu)^2$, so that $\xi=1$ is Feynman gauge and Landau gauge is the limit $\xi\to0$. The propagator is $D_{\mu\nu}(x-y)=\langle A_\mu(x)A_\nu(y)\rangle$, with
\[
D_{\mu\nu}(x)=\int\!\frac{d^4k}{(2\pi)^4}\,e^{ik\cdot x}D_{\mu\nu}(k).
\]
At large $k$ this integral does not converge absolutely. It is understood as a distribution: one first integrates against a smooth, rapidly decreasing function $f(x)$, whose transform $\tilde f(k)$ makes the $k$ integral converge.

At small $k$ the measure supplies $k^3\,dk$. Then $1/k^4$ gives $\int dk/k$, which is your logarithm. Both $1/k^2$ and $k_\mu k_\nu/k^4$ behave as $k^{-2}$ and give $\int k\,dk$, which converges.

\subsection*{The transform}

Write the denominators as integrals over a parameter $s$ (the proper time):
\[
\frac1{k^2}=\int_0^\infty\! ds\,e^{-sk^2},\qquad
\frac1{k^4}=\int_0^\infty\! ds\,s\,e^{-sk^2}.
\]
Now only Gaussians have to be transformed. Each of the four components of $k$ contributes $\int\frac{dk}{2\pi}e^{ikx-sk^2}=(4\pi s)^{-1/2}e^{-x^2/4s}$, so
\[
\int\!\frac{d^4k}{(2\pi)^4}\,e^{ik\cdot x-sk^2}=\frac{e^{-x^2/4s}}{16\pi^2s^2}.
\]
A factor $k_\mu k_\nu$ is produced by $-\partial_\mu\partial_\nu$, because each derivative of $e^{ik\cdot x}$ brings down $ik$. The first derivative of the Gaussian is
\[
\partial_\nu e^{-x^2/4s}=-\frac{x_\nu}{2s}\,e^{-x^2/4s}.
\]
Differentiating again and changing the overall sign gives
\[
\int\!\frac{d^4k}{(2\pi)^4}\,k_\mu k_\nu\,e^{ik\cdot x-sk^2}
=\frac{e^{-x^2/4s}}{16\pi^2s^2}\left[\frac{\delta_{\mu\nu}}{2s}-\frac{x_\mu x_\nu}{4s^2}\right].
\]

The remaining $s$ integrals follow from $u=1/s$, $ds=-du/u^2$:
\[
\int_0^\infty\! ds\,s^{-p}e^{-x^2/4s}=\int_0^\infty\! du\,u^{p-2}e^{-x^2u/4}
=\Gamma(p-1)\left(\frac{4}{x^2}\right)^{p-1}.
\]
This is $4/x^2$ for $p=2$ and $16/x^4$ for $p=3$. The scalar part is therefore
\[
\frac1{k^2}\;\longrightarrow\;\frac{1}{16\pi^2}\cdot\frac{4}{x^2}=\frac{1}{4\pi^2x^2}.
\]
In the tensor part the extra factor $s$ from $1/k^4$ lowers each inverse power by one:
\begin{align*}
\frac{k_\mu k_\nu}{k^4}\;\longrightarrow\;&
\frac{\delta_{\mu\nu}}{32\pi^2}\int_0^\infty\!\frac{ds}{s^2}\,e^{-x^2/4s}
-\frac{x_\mu x_\nu}{64\pi^2}\int_0^\infty\!\frac{ds}{s^3}\,e^{-x^2/4s}\\
&=\frac{\delta_{\mu\nu}}{8\pi^2x^2}-\frac{x_\mu x_\nu}{4\pi^2x^4}.
\end{align*}
As a check, the trace of the right side is $\frac{4}{8\pi^2x^2}-\frac{1}{4\pi^2x^2}=\frac{1}{4\pi^2x^2}$, the transform of $k^2/k^4=1/k^2$, as it must be.

Your own route gives the same result. Cut the $s$ integral for $1/k^4$ off at $s=1/\mu^2$, so that its transform is $G(x)=\frac{1}{16\pi^2}\int_0^{1/\mu^2}\frac{ds}{s}\,e^{-x^2/4s}$. Its derivative with respect to $x^2$ is $-\frac{1}{64\pi^2}\int_0^{1/\mu^2}\frac{ds}{s^2}\,e^{-x^2/4s}$, which tends to $-\frac{1}{16\pi^2x^2}$ as $\mu\to0$. Hence $G\to-\frac{1}{16\pi^2}\ln x^2$ plus a constant that diverges with $\mu$ but does not depend on $x$. The derivatives remove the constant, and $-\partial_\mu\partial_\nu G=\frac{1}{16\pi^2}\left[\frac{2\delta_{\mu\nu}}{x^2}-\frac{4x_\mu x_\nu}{x^4}\right]$, which is the tensor found above.

Now subtract $(1-\xi)$ times the tensor part from the scalar part:
\begin{align*}
D_{\mu\nu}(x)&=\frac{1}{4\pi^2}\left[\left(1-\frac{1-\xi}{2}\right)\frac{\delta_{\mu\nu}}{x^2}+(1-\xi)\frac{x_\mu x_\nu}{x^4}\right]\\
&=\frac{1}{4\pi^2}\left[\frac{1+\xi}{2}\,\frac{\delta_{\mu\nu}}{x^2}+(1-\xi)\frac{x_\mu x_\nu}{x^4}\right].
\end{align*}

\subsection*{No delta function at the origin}

The order of integration was exchanged twice, and this is where a contact term could have been lost. With the test function in place, the integral over $k$ and $s$ converges absolutely, since $|k_\mu k_\nu|/k^4\le1/k^2$ is integrable at the origin and $\tilde f$ decreases rapidly. The integral over $x$ and $s$ also converges absolutely: integrating the absolute values of the two Gaussian terms over $s$ gives at most a constant times $1/x^2$, which is integrable at $x=0$ in four dimensions. Both exchanges are allowed, so the formula is the whole distribution.

Dimensions say the same. A term $c\,\delta_{\mu\nu}\delta^4(x)$ would need a coefficient $c$ with the dimension of length squared, and the massless propagator contains no length.

\subsection*{Contraction with the separation}

Multiply by $x_\mu$ and use $x_\mu x_\mu=x^2$:
\[
x_\mu D_{\mu\nu}(x)=\frac{1}{4\pi^2}\left[\frac{1+\xi}{2}+1-\xi\right]\frac{x_\nu}{x^2}
=\frac{3-\xi}{8\pi^2}\,\frac{x_\nu}{x^2}.
\]
This vanishes for $\xi=3$ and for no other value. In that gauge
\[
D_{\mu\nu}(x)=\frac{1}{2\pi^2x^2}\left[\delta_{\mu\nu}-\frac{x_\mu x_\nu}{x^2}\right],
\]
where the bracket projects onto the three directions perpendicular to $x$. For general $\xi$, the matrix $D_{\mu\nu}(x)$ has the eigenvalue $(3-\xi)/(8\pi^2x^2)$ along $x$ and the threefold eigenvalue $(1+\xi)/(8\pi^2x^2)$ across it. They coincide in Feynman gauge, where the propagator is proportional to $\delta_{\mu\nu}$.

\subsection*{The same result in momentum space}

Multiplication by $x_\mu$ corresponds to a derivative with respect to $k_\mu$. Since $x_\mu e^{ik\cdot x}=-i\,\partial e^{ik\cdot x}/\partial k_\mu$, integration by parts gives
\[
x_\mu D_{\mu\nu}(x)=i\int\!\frac{d^4k}{(2\pi)^4}\,e^{ik\cdot x}\,\frac{\partial D_{\mu\nu}(k)}{\partial k_\mu}.
\]
A small sphere around $k=0$ contributes no surface term: its area goes as $k^3$ and $D$ as $k^{-2}$. The two derivatives needed are
\begin{align*}
\frac{\partial}{\partial k_\mu}\frac{\delta_{\mu\nu}}{k^2}&=-\frac{2k_\nu}{k^4},\\
\frac{\partial}{\partial k_\mu}\frac{k_\mu k_\nu}{k^4}&=\frac{4k_\nu+k_\nu}{k^4}-\frac{4k^2k_\nu}{k^6}=\frac{k_\nu}{k^4}.
\end{align*}
Together they give
\[
\frac{\partial D_{\mu\nu}(k)}{\partial k_\mu}=-\left[2+(1-\xi)\right]\frac{k_\nu}{k^4}=-(3-\xi)\frac{k_\nu}{k^4},
\]
which again vanishes at $\xi=3$.

This route also shows how the number 3 depends on the dimension. In $d$ dimensions $\partial k_\mu/\partial k_\mu=d$, so the second derivative becomes $(d+1-4)k_\nu/k^4=(d-3)k_\nu/k^4$. The condition is then $2+(1-\xi)(d-3)=0$, or
\[
\xi=\frac{d-1}{d-3}\qquad(d>3).
\]
For $d=4$ this is 3. For $d=3$ the $\xi$ dependence drops out of the condition, which reads $2=0$, and no finite $\xi$ works. If you regulate loops by changing the dimension, $\xi=3$ is therefore not transverse to $x$ away from $d=4$.

\subsection*{Why this is not Landau gauge}

The condition you had in mind is a vanishing divergence. From $k_\mu D_{\mu\nu}(k)=\xi k_\nu/k^2$ it follows that
\[
\partial_\mu D_{\mu\nu}(x)=\xi\,\partial_\nu\frac{1}{4\pi^2x^2}=-\frac{\xi\,x_\nu}{2\pi^2x^4}\qquad(x\neq0),
\]
which is zero for $\xi=0$ and not for $\xi=3$. Landau gauge is transverse to $k$, Fried-Yennie gauge is transverse to $x$, and no single $\xi$ does both.

\subsection*{Does it mean $x\cdot A(x)=0$?}

No. That is the Fock-Schwinger condition, which singles out an origin, whereas the $R_\xi$ propagator depends on the separation alone. What $\xi=3$ gives is $\langle x\cdot A(x)\,A_\nu(0)\rangle=0$. Put the second field at $y$ instead, and let $z=x-y$. Then, with $x=z+y$ and $z_\mu D_{\mu\nu}(z)=0$,
\[
\langle x\cdot A(x)\,A_\nu(y)\rangle=y_\mu D_{\mu\nu}(z)
=\frac{1}{2\pi^2z^2}\left[y_\nu-\frac{(y\cdot z)\,z_\nu}{z^2}\right].
\]
This is zero when $y$ is parallel to $z$, that is, when $x$, $y$ and the origin lie on one line. Otherwise it is not, so $x\cdot A(x)$ cannot vanish as a field.

Nor is the transversality a property of the electromagnetic field itself. The $\xi$-dependent part of $D_{\nu\rho}(k)$ is proportional to $k_\nu k_\rho$, and it cancels in the curl $\partial_\mu D_{\nu\rho}-\partial_\nu D_{\mu\rho}$ because $k_\mu k_\nu k_\rho-k_\nu k_\mu k_\rho=0$. Correlators of $F_{\mu\nu}$ are the same for every $\xi$.

\subsection*{What the gauge does for a charge}

Consider a heavy charge $e$ on a straight Euclidean path of length $T$ with unit tangent $n$, in the free photon field. It contributes the phase factor $\exp(ie\int d\tau\,n\cdot A)$. The field is Gaussian, so the average is $e^{-e^2I/2}$ with $I=\int\!\int d\tau\,d\tau'\,n_\mu D_{\mu\nu}n_\nu$. Two points on the path are separated by $n(\tau-\tau')$, so the integrand is the eigenvalue along the separation. If pairs closer than $a$ are left out,
\begin{align*}
I&=\frac{3-\xi}{8\pi^2}\;2\int_a^T\!dt\,\frac{T-t}{t^2}\\
&=\frac{3-\xi}{4\pi^2}\left[\frac Ta-1-\ln\frac Ta\right].
\end{align*}
The term linear in $T$ has the form of a mass shift, but its coefficient, including the dependence on $\xi$, is set by how short distances are cut off. The $\xi$-dependent part of the integrand is $(1-\xi)G''(\tau-\tau')$, with $G$ the transform of $1/k^4$ evaluated along the path. If $G$ is smoothed at short distance instead, the double integral of this part is $2(1-\xi)[G(T)-G(0)]$, which contains the logarithm and nothing linear in $T$. The vanishing of the linear term at $\xi=3$ therefore has no physical meaning. The logarithm gives the average a factor $(T/a)^{e^2(3-\xi)/8\pi^2}$, a power law at long times. At $\xi=3$ this power is absent, because the logarithm comes from the $1/t^2$ behaviour of the integrand at separations $t$ well above the cutoff, and its coefficient is proportional to $3-\xi$. The path is open, so its average is not gauge invariant and may depend on $\xi$. On a curved path the tangents are not parallel to the separation, and the integrand at $\xi=3$ no longer vanishes. On a smooth curve it stays finite as the two points approach each other, because the components of both tangents across the separation $z$ are of order $|z|$; the divergences in $a$ therefore still cancel. On a circle of radius $R$, for two points an angle $\theta$ apart with tangents $n$ and $n'$, one has $n\cdot n'=\cos\theta$, $(n\cdot z)(n'\cdot z)/z^2=\cos^2(\theta/2)$ and $z^2=4R^2\sin^2(\theta/2)$, so the integrand is the constant $-1/(8\pi^2R^2)$. The cancellation at long times can be lost: if the path turns by an angle $\varphi$ between two long straight stretches, pairs of points on different stretches give $I$ a term $\frac{\varphi\cot\varphi-1}{2\pi^2}\ln T$ at $\xi=3$.

\subsection*{Numbers for one separation}

The massless propagator has no scale of its own, so let lengths be in an arbitrary unit $\ell$ and take $x=(1,2,2,4)\,\ell$. Then $x^2=1+4+4+16=25\,\ell^2$ and $1/(4\pi^2x^2)=1.0132\times10^{-3}\,\ell^{-2}$. The eigenvalues are this number times $(3-\xi)/2$ along $x$ and times $(1+\xi)/2$ across it:

\begin{center}
\begin{tabular}{ccc}
$\xi$ & along $x$ & across $x$\\
0 & 1.5198 & 0.5066\\
1 & 1.0132 & 1.0132\\
3 & 0 & 2.0264
\end{tabular}
\end{center}

\noindent in units of $10^{-3}\,\ell^{-2}$. The numerical output below compares them with a quadrature of the momentum integral. Gaussian factors make its integrand fall off at large $k$, and they are combined so that their effect on the result is negligible at this separation. The nonzero values agree in all printed digits, and at $\xi=3$ the quadrature gives about $-4\times10^{-18}\,\ell^{-2}$ along $x$, which is zero within the rounding of the arithmetic.

You can see the cancellation by hand. At $\xi=3$ the first column of the matrix is $(1.94537,-0.16211,-0.16211,-0.32423)$ in the same units. Contracted with $x$ it gives
\[
1.94537-2(0.16211)-2(0.16211)-4(0.32423)=0.00001,
\]
which is zero to the accuracy of the rounded entries. No entry of the column vanishes; the weighted sum does.

The two limits on the meaning of ``transverse'' show up at the same point. The divergence at $\xi=3$ has the magnitude $3/(2\pi^2|x|^3)=1.216\times10^{-3}\,\ell^{-3}$, which is not zero. And for $y=(1,0,0,0)\,\ell$ one has $z=(0,2,2,4)\,\ell$, $z^2=24\,\ell^2$ and $y\cdot z=0$, so that
\[
x_\mu D_{\mu\nu}(x-y)=\frac{y_\nu}{48\pi^2\,\ell^2}=(2.111,0,0,0)\times10^{-3}\,\ell^{-1}.
\]

Your worry about a delta function can be tested as well. Integrate the trace $D_{\mu\mu}(x)=(3+\xi)/(4\pi^2x^2)$ against $e^{-x^2/2a^2}$, which is centred on the origin. With $d^4x\to2\pi^2r^3dr$,
\[
\frac{3+\xi}{2}\int_0^\infty\!dr\,r\,e^{-r^2/2a^2}=\frac{(3+\xi)a^2}{2}.
\]
For $a=1.3\,\ell$ and $\xi=3$ this is $3\times1.69\,\ell^2=5.07\,\ell^2$. The same quantity computed from $D_{\mu\mu}(k)$ and the transformed Gaussian is also $5.07\,\ell^2$. A missing term $c\,\delta_{\mu\nu}\delta^4(x)$ would have made the two differ by $4c$.

\section*{Computed results}
\begin{verbatim}
separation x [ell]: [1. 2. 2. 4.]
|x| = 5.000000 ell
1/(4 pi^2 x^2) = 1.013212e-03 ell^-2
eigenvalues of D(x) [ell^-2]: quadrature, then formula
xi=0 along x:   1.519818e-03  1.519818e-03
xi=0 across x:  5.066059e-04  5.066059e-04
xi=1 along x:   1.013212e-03  1.013212e-03
xi=1 across x:  1.013212e-03  1.013212e-03
xi=3 along x:  -3.911801e-18 -2.168404e-20
xi=3 across x:  2.026424e-03  2.026424e-03
xi=0 |x.D(x)| by quadrature = 7.599e-03 ell^-1
xi=1 |x.D(x)| by quadrature = 5.066e-03 ell^-1
xi=3 |x.D(x)| by quadrature = 1.951e-17 ell^-1
D(x) at xi=3 by quadrature [1e-3 ell^-2]:
    1.94537  -0.16211  -0.16211  -0.32423
   -0.16211   1.70220  -0.32423  -0.64846
   -0.16211  -0.32423   1.70220  -0.64846
   -0.32423  -0.64846  -0.64846   0.72951
proper-time integral p=2: 0.160000 ell^-2
proper-time integral p=3: 0.025600 ell^-4
xi=0 smeared trace, a=1.3 ell: x side 2.535000, k side 2.535000 ell^2
xi=1 smeared trace, a=1.3 ell: x side 3.380000, k side 3.380000 ell^2
xi=3 smeared trace, a=1.3 ell: x side 5.070000, k side 5.070000 ell^2
xi=3 |divergence of D| at x = 1.215854e-03 ell^-3
second point y [ell]: [1. 0. 0. 0.]
xi=3 x.D(x-y) [1e-3 ell^-1]: 2.11086 0.00000 0.00000 0.00000
\end{verbatim}
